The Inelastic Hadron Tensor and the Spin of Pointlike Constituents

A lepton of momentum k scatters to momentum k′ by exchanging one photon with a hadron of momentum P and mass M. The hadron goes over into any final state X. The problem is to describe what the photon finds by as few functions as possible, and then to ask what those functions say about the spin of the charged constituents.

Natural units are used, ħ = c = 1, with energies in GeV and metric (+,−,−,−). The photon momentum q = k − k′ is spacelike, and

Q² = −q² > 0,  ν = P·q/M,  x = Q²/(2P·q).

States are normalized to 2E particles per unit volume. The hadron is unpolarized, so an average over its spin is understood. With J^μ the electromagnetic current in units of e, the hadron tensor is

W^{μν} = (1/4πM) Σ_X (2π)⁴ δ⁴(P+q−p_X) ⟨P|J^μ|X⟩⟨X|J^ν|P⟩.

**(a) Using parity and current conservation, reduce W^{μν} to the smallest number of scalar functions.**

After the spin average and the sum over X, the tensor can depend on P and q alone. The available structures are

W^{μν} = −A g^{μν} + B P^μP^ν + C q^μq^ν + D P^μq^ν + E q^μP^ν + F ε^{μναβ}P_αq_β,

where the coefficients are functions of the invariants P·q and q². The electromagnetic current is a true vector, so W^{μν} is a true tensor under reflection. The ε term has the opposite reflection sign, and parity requires F = 0. Conservation alone would not remove it, since its contraction with q vanishes by antisymmetry.

Current conservation gives (p_X − P)_μ⟨P|J^μ|X⟩ = 0. The delta function sets p_X − P = q, so q_μW^{μν} = 0, and likewise q_νW^{μν} = 0. The first condition reads

q^ν(−A + C q² + D P·q) + P^ν(B P·q + E q²) = 0.

P and q are linearly independent, so both brackets vanish. The second condition gives the same equations with D and E exchanged. Hence

D = E = −B P·q/q²,
C = A/q² − D P·q/q² = A/q² + B(P·q)²/q⁴.

Two free functions remain. They are named W1 = A and W2 = M²B. The terms with B combine into a square:

W^{μν} = W1(−g^{μν} + q^μq^ν/q²) + (W2/M²) P̂^μP̂^ν,
P̂^μ = P^μ − q^μ P·q/q².

The vector P̂ is the part of P orthogonal to q, so each structure is conserved separately.

**(b) Define F1 = MW1 and F2 = νW2. Express both through contractions of the tensor.**

Since MW2/M² = F2/(Mν) = F2/(P·q),

MW^{μν} = F1(−g^{μν} + q^μq^ν/q²) + [F2/(P·q)] P̂^μP̂^ν.

Both F1 and F2 are dimensionless. Because P̂·q = 0, we have P·P̂ = P̂², and

P̂² = M² − (P·q)²/q² = M² + (P·q)²/Q².

The definition of x turns the last term into P·q/(2x). With

γ² = 4x²M²/Q²,

the mass term is M² = γ²P·q/(2x), so

P̂² = (P·q)(1+γ²)/(2x).

Let G = g_{μν}MW^{μν} and H = P_μP_νMW^{μν}. The trace of −g + qq/q² is −4 + 1 = −3. Its contraction with P twice is −M² + (P·q)²/q² = −P̂². Therefore

G = −3F1 + F2P̂²/(P·q),
H/P̂² = −F1 + F2P̂²/(P·q).

Subtracting the first line from the second isolates F1. Adding F1 to the second then isolates F2:

F1 = (H/P̂² − G)/2,
F2P̂²/(P·q) = (3H/P̂² − G)/2.

**(c) How can lepton scattering separate F1 from F2? Neglect the lepton mass.**

For a spin-½ particle of mass m going from p to p′ through the vertex γ^μ, summing final spins and averaging initial spins gives

T^{μν} = ½Tr[(p̸′+m)γ^μ(p̸+m)γ^ν]
 = 2[p^μp′^ν + p′^μp^ν − g^{μν}(p·p′ − m²)].

This follows from Tr(γ^μγ^ν) = 4g^{μν} and

Tr(γ^αγ^μγ^βγ^ν) = 4(g^{αμ}g^{βν} − g^{αβ}g^{μν} + g^{αν}g^{μβ}),

while traces of an odd number of gamma matrices vanish. For the massless lepton,

L^{μν} = 2[k^μk′^ν + k′^μk^ν − g^{μν}k·k′].

From q² = −2k·k′ we have k·k′ = Q²/2. Also q·k = −k·k′ and q·k′ = k·k′, so

q_μL^{μν} = 2k·k′(−k′ + k − q)^ν = 0.

The terms of MW containing q therefore drop out of the contraction. The two that remain are

−g_{μν}L^{μν} = −2(2−4)k·k′ = 2Q²,
P_μP_νL^{μν} = 4(P·k)(P·k′) − 2M²k·k′.

Let y = P·q/P·k, which is the fraction of the lepton energy lost in the hadron rest frame. Then P·k′ = (1−y)P·k, and the second contraction is 4(P·k)²(1−y) − M²Q². Using P·q = yP·k and Q² = 2xyP·k,

L_{μν}MW^{μν} = 4xyP·k F1 + F2[4P·k(1−y)/y − 2xM²]
 = (4P·k/y)[xy²F1 + (1 − y − M²xy/(2P·k))F2].

At fixed x and Q², changing the beam energy changes y but leaves F1 and F2 the same. Measurements at different y therefore separate them.

**(d) Find the tensor for elastic scattering of the photon from one free, pointlike constituent of unit charge, for spin ½ and for spin 0.**

The constituent has momentum p before and p′ after the collision, with the same mass m. Its contribution, normalized like MW^{μν}, is

w^{μν} = (1/4π)∫ d³p′/[(2π)³2E′] (2π)⁴δ⁴(p+q−p′) T^{μν}.

The spatial delta function fixes the vector p′ and leaves δ(p⁰+q⁰−E′)/(2E′). On the positive-energy branch this equals δ((p⁰+q⁰)²−E′²), which is δ((p+q)²−m²). The factors of 2π combine to (2π)⁴/[(2π)³4π] = ½, so

w^{μν} = ½δ((p+q)²−m²)T^{μν} = ½δ(2p·q−Q²)T^{μν}.

On the support of the delta function p·q = Q²/2. The part of p orthogonal to q is then

p̂ = p − q p·q/q² = p + q/2.

For spin ½, the coupling is assumed to be γ^μ, without an anomalous moment. The trace in (c) applies with p′ = p+q and p·p′−m² = p·q = Q²/2:

T^{μν} = 4p^μp^ν + 2p^μq^ν + 2q^μp^ν − Q²g^{μν}.

The first three terms are 4p̂^μp̂^ν − q^μq^ν. Since −q^μq^ν = Q²q^μq^ν/q²,

spin ½: T^{μν} = 4p̂^μp̂^ν + Q²(−g^{μν} + q^μq^ν/q²).

For spin 0, the current is i[φ′*∂^μφ − (∂^μφ′*)φ]. With plane waves φ = e^{−ip·r} and φ′ = e^{−ip′·r}, where r is the spacetime point, i∂^μ acting on φ gives p^μ, and −i∂^μ acting on φ′* gives p′^μ. The vertex is p+p′ = 2p+q = 2p̂, so

spin 0: T^{μν} = 4p̂^μp̂^ν.

The term 4p̂^μp̂^ν is common to both. In the Breit frame of (f), with collinear motion of energy E, the additional term for spin ½ supplies the whole transverse response Q², which (f) traces to a spin-flip amplitude, and it lowers T^{00} from 4E² to 4E²−Q² = 4m².

**(e) Let the hadron contain constituents of type i, charge e_i and number density f_i(ξ), with p = ξP. Add their contributions incoherently and find F1 and F2 for each spin.**

This is the parton model at leading order. The photon is assumed to strike one constituent at a time. Interactions between constituents during the collision, and radiative corrections, are left out.

The normalization supplies a factor 1/ξ. A hadron state contains 2E_P hadrons per unit volume, and hence 2E_P f_i dξ constituents in the interval dξ. A constituent state contains 2ξE_P particles per unit volume. The ratio is f_i dξ/ξ, so

MW^{μν} = Σ_i e_i² ∫dξ [f_i(ξ)/ξ] w_i^{μν}.

The forward current checks this weight. A unit charge with momentum ξP has forward current 2ξP^μ. The sum is then

Σ_i e_i∫dξ (f_i/ξ)2ξP^μ = 2P^μ Σ_i e_i∫dξ f_i,

as required for a hadron with that total charge.

The relation p = ξP implies m = ξM. This is a formal choice that keeps the kinematics consistent at finite Q². It is not a physical prediction for constituent masses, and it loses its effect in the Bjorken limit, Q² → ∞ at fixed x. Part (g) treats other masses.

The delta function now selects the momentum fraction:

δ(2ξP·q−Q²) = δ(ξ−x)/(2P·q).

At ξ = x, p̂ = xP̂. For spin ½,

MW^{μν} = Σ_i e_i² [f_i(x)/x] [1/(4P·q)]
 × [4x²P̂^μP̂^ν + Q²(−g^{μν}+q^μq^ν/q²)].

The coefficient of the second structure contains Q²/(4xP·q) = ½. The coefficient of P̂^μP̂^ν is xΣ_i e_i²f_i(x)/(P·q). Comparison with (b) gives

spin ½: F1 = ½Σ_i e_i²f_i(x),  F2 = xΣ_i e_i²f_i(x),

and hence the Callan–Gross relation

F2 = 2xF1.

For spin 0 the second structure is absent:

spin 0: F1 = 0,  F2 = xΣ_i e_i²f_i(x).

In both cases the functions depend on x but not separately on Q². Their ratio carries the spin information. If both kinds of constituent are present, F1 receives contributions from spin ½ alone, and 2xF1/F2 is the spin-½ share of F2 in this model.

Substitution in (c), with its M² term neglected, gives the y dependence

spin ½: xy²F1 + (1−y)F2 = F2[1+(1−y)²]/2,
spin 0: (1−y)F2.

At small y the two agree to first order in y. As y approaches 1 the scalar contribution vanishes, while the spin-½ contribution tends to F2/2.

**(f) Explain the two results through the amplitudes in the Breit frame.**

In the Breit frame the photon carries no energy. Take

q = (0,0,0,−Q),  P = (E_P,0,0,Q/(2x)).

This has the required product P·q = Q²/(2x), and P̂ = P+q/(2x) = (E_P,0,0,0). The tensor in (b) gives

MW^{xx} = F1,
MW^{00} = −F1 + F2P̂²/(P·q) = −F1 + (1+γ²)F2/(2x).

Thus F1 measures transverse current, and the ratio of charge response to transverse response is

R = W^{00}/W^{xx} = (1+γ²)F2/(2xF1) − 1.

A collinear constituent enters with p_z = Q/2 and leaves with p_z = −Q/2. Its energy E is unchanged. For a two-component spin state χ, the spinor is

u = (√(E+m) χ, σ·p χ/√(E+m)).

The charge amplitude for spin ½ is

J⁰ = u′†u = [E+m − (Q²/4)/(E+m)]χ′†χ = 2mχ′†χ,

because Q²/4 = E²−m² = (E+m)(E−m). For the x component, the products of upper and lower spinor components give

J^x = (Q/2)χ′†(σ_xσ_z − σ_zσ_x)χ = −iQχ′†σ_yχ.

The charge amplitude conserves S_z and disappears for m = 0. The transverse amplitude flips S_z and has magnitude Q. Since the momentum also reverses, a massless constituent keeps its helicity. The spin flip supplies the unit of angular momentum along z needed to absorb a transverse photon.

A collinear scalar has no spin to flip and no orbital angular momentum along z. Its current p+p′ = (2E,0,0,0) has no transverse component, so F1 = 0.

For spin ½ the squared amplitudes give R = 4m²/Q². The formal choice m = xM in (e) makes this equal to γ². The definition of R then returns F2 = 2xF1 even at finite Q², in agreement with (e).

**(g) How are the relations changed by a constituent mass m and transverse momentum k_T?**

Let m and k_T be fixed and average over the direction of k_T. The hadron momentum remains as in (f), but p is no longer ξP. The condition p·q = Q²/2 still requires p_z = Q/2. Therefore

p̂ = p+q/2 = (E,k_x,k_y,0),
E² = m² + k_T² + Q²/4.

The azimuthal average removes terms linear in k_x or k_y and replaces k_x² by k_T²/2. From the tensors in (d),

spin ½: T^{00} = 4E²−Q² = 4(m²+k_T²),
 T^{xx} = Q²+2k_T²;

spin 0: T^{00} = 4E² = Q²+4m²+4k_T²,
 T^{xx} = 2k_T².

The common weight cancels in R:

spin ½: R = 4(m²+k_T²)/(Q²+2k_T²),
spin 0: R = (Q²+4m²+4k_T²)/(2k_T²).

For a distribution of m and k_T, the numerator and denominator must be averaged separately with the same weight.

Inverting the definition of R gives

F2/(2xF1) = (1+R)/(1+γ²).

For spin ½ this tends to 1 as Q² grows. For spin 0 the inverse ratio 2xF1/F2 tends to zero as 2k_T²/Q². The statement F1 = 0 for scalars therefore needs collinear motion, or the Bjorken limit with a distribution whose mean ⟨k_T²⟩ becomes negligible against Q². The distribution need not be bounded: a Gaussian in k_T gives the same 1/Q² approach. A tail in dk_T² that falls only as 1/k_T² up to k_T of order Q makes the ratio decrease only logarithmically. When k_T ≠ 0 the scalar has a transverse current of magnitude 2k_T, which is small compared with Q only if 2k_T ≪ Q. The two relations are consequences of the constituent model, whereas the decomposition in (a) does not assume constituents.

**(h) Evaluate a model hadron with M = 1 GeV at Q² = 10 GeV² and x = 0.25. Then examine the corrections for m = 0.3 GeV and k_T = 0.4 GeV.**

The hadron has two constituents of charge 2/3 and one of charge −1/3, with chosen distributions

f_u(ξ) = 2ξ^{1/2}(1−ξ)³/B(3/2,4),
f_d(ξ) = ξ^{1/2}(1−ξ)⁴/B(3/2,5).

Here B is the beta function, which normalizes the numbers to 2 and 1. Charged constituents carry 0.776 of the momentum; neutral matter is assumed to carry the rest.

The kinematics give P·q = 10/(2×0.25) = 20 GeV² and ν = 20 GeV. The squared mass of the final hadronic system is M²+2P·q−Q² = 1+40−10 = 31 GeV².

At x = 0.25 the distributions are f_u = 4.1528 and f_d = 2.1413. The charge-weighted sum is

(4/9)×4.1528 + (1/9)×2.1413 = 2.0836.

For collinear spin-½ constituents,

F1 = 2.0836/2 = 1.0418,
F2 = 0.25×2.0836 = 0.5209,
W1 = F1/M = 1.0418 GeV⁻¹,
W2 = F2/ν = 0.02605 GeV⁻¹.

For scalars with the same distributions, F1 = 0 and F2 = 0.5209. The numerical check obtains these values by integrating the constituent tensors with a narrow smeared delta function.

At y = 0.5 the lepton contraction, multiplied by y/(4P·k F2), is 0.6234 for spin ½ and 0.4984 for spin 0. Without the hadron-mass term, the formulas in (e) give 0.625 and 0.5; that term subtracts 0.00156 from each. At y = 0.9 the values are 0.4999 and 0.0949, so the spin dependence is much more visible.

Now take m = 0.3 GeV, first with k_T = 0. In the Breit frame Q = 3.162 GeV. The spin-½ charge amplitude is 2m = 0.600 GeV, while the transverse amplitude has magnitude 3.162 GeV. The scalar charge amplitude is 3.219 GeV and its transverse amplitude is zero.

With k_T = 0.4 GeV as well, m²+k_T² = 0.25 GeV² and 2k_T² = 0.32 GeV². For spin ½,

R = 4×0.25/(10+0.32) = 0.0969.

Since γ² = 0.025, F2/(2xF1) = 1.0969/1.025 = 1.070. The Callan–Gross ratio is thus 7.0% above one for these parameters. For spin 0,

R = (10+1)/0.32 = 34.4,

and 2xF1/F2 = 0.0290. At the same x, the approach to the limit is:

Q² = 10 GeV²: F2/(2xF1) = 1.07015 for spin ½; 2xF1/F2 = 0.0290 for spin 0.
Q² = 100 GeV²: 1.00745 and 0.0032, respectively.
Q² = 1000 GeV²: 1.00075 and 0.0003, respectively.

Each tenfold increase in Q² reduces both departures by roughly a factor of ten, as expected from the leading 1/Q² terms in (g). This power law belongs to the model with fixed m and k_T. In real hadrons the radiative corrections left out in (e) add departures that fall only logarithmically with Q².

Numbers as computed

```
conserved structures, parity even: 2
conserved structures, parity-odd one included: 3
hadron mass M = 1.0 GeV
Q2 = 10.0 GeV^2, x = 0.25 (dimensionless)
P.q = 20.0 GeV^2, nu = 20.0 GeV
final hadronic mass squared = 31.0 GeV^2
gamma^2 = 4 x^2 M^2/Q2 = 0.0250 (dimensionless)
number of charge +2/3 constituents = 2.0000
number of charge -1/3 constituents = 1.0000
total charge = 1.0000 e
momentum fraction of charged constituents = 0.7762
f_u(x) = 4.1528, f_d(x) = 2.1413 (dimensionless)
charge-squared density at x = 2.0836
Smeared-delta quadrature, dimensionless:
  spin 1/2: F1 = 1.0418, F2 = 0.5209
  spin 1/2: F2/(2 x F1) = 1.0000
  spin 0: F1 = 0.0000, F2 = 0.5209
Closed formulas: F1 = 1.0418, F2 = 0.5209
spin 1/2: W1 = 1.0418 GeV^-1
spin 1/2: W2 = 0.02605 GeV^-1
Lepton contraction times y/(4 P.k F2), dimensionless:
  y = 0.1: spin 1/2 0.9049, spin 0 0.8999, mass term 0.00006
  y = 0.5: spin 1/2 0.6234, spin 0 0.4984, mass term 0.00156
  y = 0.9: spin 1/2 0.4999, spin 0 0.0949, mass term 0.00506
constituent mass m = 0.3 GeV, kT = 0.4 GeV
Breit-frame amplitudes, collinear, Q2 = 10 GeV^2:
  Q = 3.1623 GeV
  spin 1/2 charge, same Sz: 0.6000 GeV
  spin 1/2 transverse x, flipped Sz: 3.1623 GeV
  spin 0 charge: 3.2187 GeV
  spin 0 transverse x: 0.0000 GeV
With m and kT at the same x, dimensionless ratios:
  Q2 = 10 GeV^2, spin 1/2: R = 0.09690, F2/(2xF1) = 1.07015
  Q2 = 10 GeV^2, spin 0: R = 34.37, 2xF1/F2 = 0.028975
  Q2 = 100 GeV^2, spin 1/2: R = 0.00997, F2/(2xF1) = 1.00745
  Q2 = 100 GeV^2, spin 0: R = 315.63, 2xF1/F2 = 0.003166
  Q2 = 1000 GeV^2, spin 1/2: R = 0.00100, F2/(2xF1) = 1.00075
  Q2 = 1000 GeV^2, spin 0: R = 3128.12, 2xF1/F2 = 0.000320
```
